# Mean free path of a disordered strip and its subband-edge dips

## Problem

A square-lattice strip is $M=10$ sites wide, with hard walls and nearest-neighbour hopping $-t$. Over a length $L$ its site energies are independent and uniform in $[-w/2,w/2]$, with $w=0.8\,t$. Clean strips of the same width serve as leads. Find the mean free path from the average transmission $\langle T\rangle$ as a function of $L$, and compare it with the golden-rule prediction for many channels, in particular where a new subband opens.

Lengths are in units of the lattice constant $a$, energies in units of $t$, and $\hbar=1$. $T$ is the spinless transmission summed over channels, and $N$ is the number of open channels. The disorder variance is $\sigma^2=w^2/12=0.0533$.

The clean modes are
$$\chi_n(j)=\sqrt{\tfrac{2}{M+1}}\sin\tfrac{n\pi j}{M+1},\qquad \varepsilon_n=-2\cos\tfrac{n\pi}{M+1},$$
with $E=\varepsilon_n-2\cos k_n$ and velocity $v_n=2\sin k_n$. Subband $n$ opens at $\varepsilon_n-2$; for $n=7$ this is $E=-1.1692$.

## First estimate by scaling

A squared matrix element between two modes is about $\sigma^2/(M+1)$ per unit length. Each of the two flux normalizations adds a factor $1/v$, and there are $N$ final channels. Hence
$$\frac1\ell\sim\frac{N\sigma^2}{(M+1)v^2}.$$
Since $v^2$ lies between 0 and 4, take $v^2\sim2$. With $N=7$ this gives $\ell\sim 11\times2/(7\times0.0533)\approx59$.

At an energy $\delta$ above a subband edge the new mode has $v\approx2\sqrt\delta$. It is a final state for every other mode, so all paths should shrink. The shrinking should stop when $\delta$ reaches the level broadening $\eta\sim N\sigma^2/[(M+1)v]\approx0.024$. The slow mode then contributes $1/(2\sqrt\eta)\approx3.2$ to $\sum_m1/v_m$, beside $6/\sqrt2\approx4.2$ from the six fast modes. Away from the edge the sum is $7/\sqrt2\approx4.9$. With six useful carriers instead of seven, the diffusive transmission should fall to about $(6/7)(4.95/7.47)\approx0.57$ of its value away from the edge.

## Solution

### Golden-rule rates

In a clean strip, mode $m$ has the propagator $e^{ik_m|x-x'|}/(iv_m)$. At $x=x'$ the lattice equation gives $(-2\cos k_m+2e^{ik_m})/(iv_m)=1$, as required. A wave of unit flux in mode $n$ is therefore reflected, to first order in the disorder $V$, with amplitude
$$r_{mn}=\frac{1}{i\sqrt{v_mv_n}}\sum_{x,j}\chi_m(j)\chi_n(j)V(x,j)e^{i(k_m+k_n)x}.$$
Different sites are uncorrelated, so the phases cancel in the mean square:
$$\frac{\langle|r_{mn}|^2\rangle}{L}=g_{mn}=\frac{\sigma^2K_{mn}}{v_mv_n},\qquad K_{mn}=\sum_j\chi_m^2\chi_n^2 .$$
Forward scattering with $m\neq n$ has $k_n-k_m$ in the phase and hence the same rate.

To find $K_{mn}$, write $2\sin^2\theta=1-\cos2\theta$ and include $j=0$, which adds nothing. The single cosines sum to zero over $j=0,\dots,M$. The product of cosines sums to $(M+1)/2$ if $m=n$, and again if $m+n=M+1$. Thus
$$K_{mn}=\frac{1}{M+1}\left[1+\tfrac12(\delta_{mn}+\delta_{m+n,M+1})\right].$$
The matrix $g_{mn}$ was tested against the full scattering from single weak impurities.

### From rates to transmission

Let $f_n^\pm$ be the right- and left-moving fluxes. Without interference between successive events,
$$\pm\frac{df_n^\pm}{dx}=\sum_m g_{nm}(f_m^++f_m^--2f_n^\pm),$$
with $f_n^+(0)=1$ and $f_n^-(L)=0$. Define $\gamma_n=\sum_mg_{nm}$, $s_n=f_n^++f_n^-$ and $d_n=f_n^+-f_n^-$. Adding and subtracting the two equations gives
$$s_n'=-2\gamma_nd_n,\qquad d_n'=2\sum_mg_{nm}(s_m-s_n).$$
Since $g$ is symmetric, $T_B=\sum_nd_n$ does not depend on $x$.

For a short sample $f^+\approx1$ and $f_n^-(0)\approx\gamma_nL$, so
$$T_B\approx N-L\sum_n\gamma_n,\qquad \frac1{\ell_{\rm short}}=\frac1N\sum_n\gamma_n .$$

For any length, eliminate $d_n$ and set $s_n=\sqrt{\gamma_n}\,u_n$. Then $u''=4Bu$ with $B_{nm}=\sqrt{\gamma_n}(\gamma_n\delta_{nm}-g_{nm})\sqrt{\gamma_m}$. The form $u^TBu=\frac12\sum g_{nm}(s_n-s_m)^2$ is non-negative and vanishes only for equal $s_n$.

Let $B$ have eigenvectors $\phi_{nk}$ and eigenvalues $\kappa_k^2/4$. Exchanging the ends and replacing $s$ by $2-s$ leaves the problem unchanged, so $s-1$ is odd about the midpoint:
$$s_n-1=\sqrt{\gamma_n}\sum_k\phi_{nk}a_k\frac{\sinh[\kappa_k(L/2-x)]}{\sinh(\kappa_kL/2)} .$$
With $d_n=-s_n'/(2\gamma_n)$, the condition $s_n+d_n=2$ at $x=0$ becomes
$$\sum_k\phi_{nk}a_k\left[\sqrt{\gamma_n}+\frac{\kappa_k\coth(\kappa_kL/2)}{2\sqrt{\gamma_n}}\right]=1,$$
where $\kappa\coth(\kappa L/2)\to2/L$ for the zero mode. These $N$ linear equations fix $a_k$, and $T_B=\sum_nd_n(0)$.

In a long sample the modes with $\kappa_k>0$ survive only near the ends. Inside, all $s_n$ share one slope $-\beta$, so $d_n=\beta/(2\gamma_n)$ and
$$T_B=\tfrac12\beta\Lambda,\qquad \Lambda=\sum_n\frac1{\gamma_n}.$$
By linearity the end layers shift the extrapolated values of $s$ from 2 and 0 to $2-cT_B$ and $cT_B$, with a constant $c$. Then $\beta L=2-2cT_B$, and hence
$$\frac1{T_B}=c+\frac L\Lambda,\qquad \ell=\frac\Lambda N .$$

There are thus two mean free paths. The Cauchy–Schwarz inequality $(\sum\gamma_n)(\sum1/\gamma_n)\ge N^2$ gives $\ell\ge\ell_{\rm short}$. They coincide for equal $\gamma_n=\gamma$. Then $d_n=T_B/N$, and the drop of $s$ from $2-d$ to $d$ equals $2\gamma dL$, so $T_B=N/(1+L/\ell)$ with $\ell=1/\gamma$.

### Interference

The simulated waves interfere, which lowers $\langle T\rangle$ below $T_B$. The size of this effect can be found for equivalent channels with time-reversal symmetry.

Add a slice of thickness $\epsilon\ell$ to a sample with symmetric reflection matrix $r$ and transmission matrix $\tau$. Let the slice reflect with a symmetric complex Gaussian matrix $X$,
$$\langle X_{ab}X_{cd}^*\rangle=\frac{\epsilon}{N+1}(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}),$$
so that its mean total reflection is $N\epsilon$. Unitarity makes its inner reflection $-X^\dagger$. Summing the multiple reflections gives $\tau\to\tau(1+X^\dagger r)^{-1}\sqrt{1-X^\dagger X}$.

Let $Q=\tau^\dagger\tau=1-r^\dagger r$ and $T_k=\mathrm{tr}\,Q^k$, with $T_1=T$. To second order in $X$, averages of $X^\dagger X^\dagger$ vanish and
$$\delta T=\mathrm{tr}\,Q\langle X^\dagger(rr^\dagger-1)X\rangle=-\frac{\epsilon}{N+1}(T^2+T_2).$$
This uses $\langle X^\dagger CX\rangle=\frac{\epsilon}{N+1}(\mathrm{tr}\,C+C^T)$ and $(rr^\dagger)^T=r^\dagger r$.

By cyclicity the new $T_2$ is $\mathrm{tr}\,(QWQW)$ with $W=(1+X^\dagger r)^{-1}(1-X^\dagger X)(1+r^\dagger X)^{-1}$. The second-order change of one factor $W$ gives $-2\epsilon(TT_2+T_3)/(N+1)$. First-order changes in both factors give $2\langle\mathrm{tr}\,QX^\dagger rQr^\dagger X\rangle\approx2\epsilon T(T-T_2)/N$. For large $N$, products of averages suffice. With $y=1+L/\ell$, $T\approx N/y$ and $t_2=\langle T_2\rangle/N$,
$$t_2'=\frac2{y^2}-\frac{4t_2}{y}\ \Rightarrow\ (y^4t_2)'=2y^2\ \Rightarrow\ t_2=\frac2{3y}+\frac1{3y^4},$$
using $t_2(1)=1$. Now put $\langle T\rangle=N/y+b$ into the equation for $T$ and multiply by $N+1$. The terms of order $N$ are
$$b'+\frac{2b}y=\frac1{y^2}-t_2\ \Rightarrow\ (y^2b)'=1-\frac{2y}3-\frac1{3y^2}.$$
Integrating with $b(1)=0$ gives $y^2b=y-\frac{y^2}3+\frac1{3y}-1$, or
$$b=-\frac13\left(1-\frac1y\right)^3 .$$
For $N=7$ and $L/\ell=3$ this is $-0.141$. Composing random slices numerically gives $-0.155\pm0.009$.

The strip's channels are not equivalent, so there the correction is an approximation. Replacing $1/y$ by $T_0/N$, the corrected transmission solves
$$T_0=\langle T\rangle+\tfrac13(1-T_0/N)^3 .$$

### Computing and fitting $\langle T\rangle$

In mode $n$ of a lead, an incoming amplitude $A$ at slice 1 gives $\psi_0=Ae^{-ik_n}+(\psi_1-A)e^{ik_n}$. Eliminating $\psi_0$ leaves the self-energy $\Sigma_n=-e^{ik_n}$ and a source $iv_nA$. For unit flux $A=1/\sqrt{v_n}$, so the transmission amplitude is $i\sqrt{v_mv_n}\,G_{mn}(L,1)$ up to a phase, and
$$T=\sum_{mn}v_m|G_{mn}(L,1)|^2v_n .$$
Eliminating slices from the left gives $G_l=(E-H_l-G_{l-1})^{-1}$, where $\Sigma$ takes the place of $G_0$. The end-to-end block is multiplied by $-G_l$ at each step. At the last slice $\Sigma$ of the right lead is also subtracted. Closed modes enter through their real, decaying self-energies.

The average runs over 320 samples. Lengths from 80 to 240 are fitted, from about one mean free path (or more) up to lengths still below $N\ell$. In the middle of the seven-channel window, $E=-0.9297$:

- $L=80$: $\langle T\rangle=3.234$, $T_0=3.284$, $T_B=3.314$.
- $L=160$: $\langle T\rangle=2.012$, $T_0=2.125$, $T_B=2.185$.
- $L=240$: $\langle T\rangle=1.447$, $T_0=1.600$, $T_B=1.630$.

The sampling errors of $\langle T\rangle$ are about 0.02. The two end points alone give
$$\frac1\Lambda\approx\frac{1/1.600-1/3.284}{160}=0.00200,\qquad\Lambda\approx499 .$$
The fit to all five lengths gives $\Lambda=501\pm6$ and $\ell=71.5\pm0.8$. The fit errors, found by leaving out one sixteenth of the samples at a time, are rough and may be too small: an error of 0.02 in $\langle T\rangle$ at $L=240$ alone moves the two-point $\Lambda$ by about 2%. The actual scatter of $\Lambda$ for 320 samples is about 10, and an ensemble of about 2000 samples gives $509\pm4$ at this energy. Without the interference correction the 320-sample fit would give $\Lambda=420$, about 16% lower.

### The subband edge

Just above an edge, $\delta=2-2\cos k_N\approx k_N^2$, so $v_N\approx2\sqrt\delta$. For the other modes $\gamma_n\approx\sigma^2K_{nN}/(2v_n\sqrt\delta)$, while $\gamma_N\approx\sigma^2K_{NN}/(4\delta)$. The sum $\sum1/\gamma_n$ is dominated by the fast modes and $\sum\gamma_n$ by the slow one, so
$$\ell\propto\sqrt\delta,\qquad \ell_{\rm short}\propto\delta .$$
Multiplying a very small $\delta$ by four raises the computed values by factors 1.999 and 3.996.

A vanishing $\ell$ contradicts the assumption of sharp levels. Let each mode have a self-energy $S_n$, determined by the broadened propagator itself. The site self-energy is $\sigma^2\langle G(j,j)\rangle$. Keeping its mode-diagonal part,
$$S_n=\sigma^2\sum_mK_{nm}G_m,\quad G_m=\frac{-i}{\sqrt{4-z_m^2}},\quad z_m=E-\varepsilon_m-S_m ,$$
where $m$ now includes closed modes. Here $G_m$ is the clean propagator at $x=x'$, continued to complex energy. Near the edge write $S_N=\mathrm{Re}\,S_N-i\eta$. The real part shifts the edge and is kept, because near the edge it is comparable with $\eta$. Since $4-z_N^2\approx4(2+z_N)$, the factor $1/v_N$ is replaced by
$$-\mathrm{Im}\,G_N\approx\mathrm{Re}\,\frac1{2\sqrt{\delta-\mathrm{Re}\,S_N+i\eta}} .$$
This is finite at $\delta=0$ and does not vanish for $\delta<0$, so the dip also reaches below the edge.

The diffusive transmission follows from the power absorbed from a field $F\cos\omega t$ (charge set to 1). The golden-rule rate from state $a$ to $b$ is $2\pi(F/2)^2|x_{ab}|^2\delta(E_b-E_a-\omega)$, with $|x_{ab}|=|v_{ab}|/\omega$. Each transition absorbs $\omega$, and the occupation difference supplies another $\omega$ at low frequency. The power is therefore $(\pi F^2/2)\,\mathrm{Tr}\,[v\,\delta(E-H)\,v\,\delta(E-H)]$. Equate it to $\mathcal G(FL)^2/2$, use $T=2\pi\mathcal G$, and insert $\delta(E-H)=-\mathrm{Im}\,G/\pi$:
$$T=\frac2{L^2}\mathrm{Tr}\,[v\,\mathrm{Im}G\,v\,\mathrm{Im}G].$$
In the average, a ladder of site scatterings joining the two propagators contains a sum of $v_k$ times an even function of $k$, which is zero. Hence
$$\Lambda=2\sum_n\int_{-\pi}^{\pi}\frac{dk}{2\pi}(2\sin k)^2[\mathrm{Im}\,G_n(k)]^2,$$
with $G_n(k)=1/(z_n+2\cos k)$. For weak disorder $\eta_n=-\mathrm{Im}\,S_n=v_n\gamma_n$. Each of the two resonances contributes $\pi/(2\eta_n)$ to the energy integral, so the mode gives $2\cdot2\cdot\frac{v_n^2}{2\pi v_n}\cdot\frac{\pi}{2\eta_n}=1/\gamma_n$, the golden-rule result.

## Comparison

The golden-rule and broadened values of $\Lambda$ stand beside the extracted ones. Dividing by $N$ gives $\ell$, but $\Lambda$ avoids the jump of $N$ at the edge.

| $E-E_{\rm edge}$ | $N$ | golden | broadened | extracted |
|---|---|---|---|---|
| $-0.273$ | 6 | 536 | 533 | $529\pm8$ |
| $-0.060$ | 6 | 596 | 497 | $482\pm10$ |
| $+0.005$ | 7 | 201 | 376 | $348\pm9$ |
| $+0.030$ | 7 | 340 | 391 | $383\pm7$ |
| $+0.239$ | 7 | 514 | 509 | $501\pm6$ |

In the middle of the windows the golden rule agrees with the extracted values within 3%. At $E=-0.9297$ it gives $\ell=73.4$ and $\ell_{\rm short}=68.4$, against the extracted 71.5. The scaling value of 59 is about 18% below the extracted one; the guess $v^2\sim2$ is too low. Without the extra $\tfrac12$ terms of $K_{mn}$, the golden rule gives the scaling formula with $v^2$ replaced by the mean of $v_n$ divided by the mean of $1/v_n$, which is 2.76 for these seven modes. Dropping the extra terms acts the other way and raises the estimate.

Near the edge the golden rule fails on both sides. Just below, it omits the closed but broadened subbands, mainly the seventh, and overestimates $\Lambda$ by 24%. At $+0.005$ the extracted value is 1.73 times the golden one (about 1.8 with 2000 samples). There $-\mathrm{Im}\,S_7=0.034$ exceeds $\delta$ nearly sevenfold, and still exceeds the distance from the shifted edge, $\delta-\mathrm{Re}\,S_7=0.022$, so the mode has no sharp velocity. The golden rule requires $\delta\gg\eta$, which holds at $+0.239$, where $-\mathrm{Im}\,S_7=0.025$, close to the estimated 0.024.

The lowest extracted value is $348/501\approx0.69$ of that in the middle of the seven-channel window. The value 348 is a low fluctuation: about 2000 samples give $370/509\approx0.73$. The scaling estimate of 0.57 lies below both. With five energies sampled, the true minimum is not located. In length, $\ell$ at $+0.005$ is about 50 from 320 samples and about 53 from 2000.

The broadened theory follows the dip. At $+0.005$ it lies 8% above the tabulated value, but most of this is sampling noise: about 2000 samples give $370\pm4$, within 2% of the broadened 376. The theory does omit crossed scattering sequences, and the interference correction assumes equivalent channels; neither effect is measured separately here. The remaining values are in the numerical output.

## Computed results

```
strip width M = 10 sites; disorder width w = 0.8 t
disorder variance = 0.05333 t^2; samples = 320
seventh subband opens at E = -1.1692 t
edge test, distance x4: ell grows x1.999, ell_short x3.996
weak-disorder ratio broadened/golden Lambda = 0.9991
random slices, N = 7, L/ell = 3.0: shift of T = -0.155 +- 0.009
interference formula for that shift = -0.141
E = -1.4423 t: N = 6, slowest velocity = 1.009 t a/hbar
  golden: ell_short = 81.8 a, ell = 89.3 a, Lambda = 536 a
  Lambda on fit window: golden = 535 a, raw T = 452 a
  extracted Lambda = 529 +- 8 a, ell = 88.2 +- 1.3 a
  broadened Lambda = 533 a, ell = 88.8 a, -Im S_7 = 0.0192 t
E = -1.2292 t: N = 6, slowest velocity = 1.307 t a/hbar
  golden: ell_short = 95.9 a, ell = 99.4 a, Lambda = 596 a
  Lambda on fit window: golden = 596 a, raw T = 405 a
  extracted Lambda = 482 +- 10 a, ell = 80.3 +- 1.7 a
  broadened Lambda = 497 a, ell = 82.8 a, -Im S_7 = 0.0227 t
E = -1.1642 t: N = 7, slowest velocity = 0.141 t a/hbar
  golden: ell_short = 10.4 a, ell = 28.8 a, Lambda = 201 a
  Lambda on fit window: golden = 201 a, raw T = 263 a
  extracted Lambda = 348 +- 9 a, ell = 49.7 +- 1.3 a
  broadened Lambda = 376 a, ell = 53.7 a, -Im S_7 = 0.0337 t
E = -1.1392 t: N = 7, slowest velocity = 0.345 t a/hbar
  golden: ell_short = 31.5 a, ell = 48.5 a, Lambda = 340 a
  Lambda on fit window: golden = 340 a, raw T = 299 a
  extracted Lambda = 383 +- 7 a, ell = 54.8 +- 1.1 a
  broadened Lambda = 391 a, ell = 55.9 a, -Im S_7 = 0.0325 t
E = -0.9297 t: N = 7, slowest velocity = 0.949 t a/hbar
  golden: ell_short = 68.4 a, ell = 73.4 a, Lambda = 514 a
  Lambda on fit window: golden = 513 a, raw T = 420 a
  extracted Lambda = 501 +- 6 a, ell = 71.5 +- 0.8 a
  broadened Lambda = 509 a, ell = 72.7 a, -Im S_7 = 0.0250 t
transmission against length at E = -0.9297 t (T dimensionless):
  L = 20 a: <T> = 5.446 +- 0.015, T0 = 5.450, golden T_B = 5.444
  L = 80 a: <T> = 3.234 +- 0.018, T0 = 3.284, golden T_B = 3.314
  L = 120 a: <T> = 2.496 +- 0.019, T0 = 2.580, golden T_B = 2.633
  L = 160 a: <T> = 2.012 +- 0.020, T0 = 2.125, golden T_B = 2.185
  L = 200 a: <T> = 1.700 +- 0.019, T0 = 1.834, golden T_B = 1.867
  L = 240 a: <T> = 1.447 +- 0.019, T0 = 1.600, golden T_B = 1.630
dip: Lambda at edge + 0.03 t / mid seven-channel value = 0.766
at edge + 0.005 t: extracted / golden Lambda (same window) = 1.73
```
